\section*{Width of a sliding ferroelectric domain wall from stacking energy}

\section{What the width controls}

A simulation of switching by domain-wall motion in a sliding ferroelectric needs a cell that holds the whole domain wall and a mesh that resolves it. If the modulus of one sheet is inserted where the stiffness against relative sliding belongs, the width comes out too large by $\sqrt2$. If a bulk modulus in pascals is divided by a stacking barrier per area, the ratio is not even dimensionless. If an edge wall in a suspended bilayer is treated as flat, the predicted width can be several times too large.

Consider two identical crystal sheets in parallel stacking, each mirror-symmetric about its own plane. Their honeycomb registry has two degenerate polar arrangements, AB and BA, which differ by a relative slip of length $b=a/\sqrt3$, where $a$ is the lattice constant. For a straight wall in a bilayer held flat,
\begin{equation}
w\equiv\frac{b}{\max(ds_y/dx)}=b\sqrt{\frac{K}{2\Delta V}},\qquad K=\frac C2 .
\label{width}
\end{equation}
Here $x$ runs along the wall normal, $s_y$ is the slip component along the AB--BA displacement, and $\Delta V$ is the saddle barrier per unit area. The two-dimensional modulus $C$ of one sheet is $\mu$ for a screw wall (slip parallel to the wall) and $\lambda+2\mu$ for an edge wall (slip normal to it), with $\lambda,\mu$ the Lam\'e moduli in N/m. Since $1\,\mathrm{N/m}=1\,\mathrm{J/m^2}$, the square root is dimensionless.

The model assumes linear elasticity, slow variation on the lattice scale and no applied field. The stacking energy is the one found with the layer spacing relaxed at each registry.

\section{The stacking potential}

Measure the slip $\mathbf s=(s_x,s_y)$ from AA stacking. The shortest reciprocal vectors, up to sign, are
\begin{equation}
\mathbf G_1=G(0,1),\quad
\mathbf G_{2,3}=G\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
G=\frac{4\pi}{\sqrt3a}=\frac{4\pi}{3b}.
\end{equation}
Reflection in the plane midway between the sheets leaves each sheet's structure unchanged but interchanges the two. It therefore maps $\mathbf s$ to $-\mathbf s$ at equal energy, so sine terms are absent. Threefold symmetry makes the cosine coefficients equal. Keeping this first star of vectors gives $W=c_0+c_1\sum_j\cos(\mathbf G_j\cdot\mathbf s)$.

On the line $s_x=0$ put $\theta=Gs_y/2$. The sum is then $\cos2\theta+2\cos\theta$. It equals $-3/2$ at AB ($s_y=b$, $\theta=2\pi/3$) and $-1$ at the midpoint between AB and BA ($s_y=3b/2$, $\theta=\pi$). Setting $W=0$ at AB and $W=\Delta V$ at the midpoint gives $c_0=3c_1/2$ and $c_1/2=\Delta V$, so
\begin{equation}
W(\mathbf s)=\Delta V\Big[3+2\sum_{j=1}^3\cos(\mathbf G_j\cdot\mathbf s)\Big].
\label{potential}
\end{equation}
At AA the sum is 3 and $W=9\Delta V$. This ratio belongs to the first-star model; higher harmonics change it.

The second derivatives confirm the nature of these points:
\begin{equation}
\partial_\alpha\partial_\beta W=-2\Delta V\sum_jG_{j\alpha}G_{j\beta}\cos(\mathbf G_j\cdot\mathbf s).
\end{equation}
At AB every cosine is $-1/2$. Since $\sum_jG_{j\alpha}G_{j\beta}=\tfrac32G^2\delta_{\alpha\beta}$, the curvature is $\tfrac32\Delta V G^2$ in every direction, which is a minimum. At the midpoint the cosines are $1,-1,-1$. The curvature is then $-\Delta VG^2$ along $y$ and $+3\Delta VG^2$ along $x$, which is a saddle.

Now measure slip from the saddle: $u=s_y-3b/2$ and $\varphi=\theta-\pi=2\pi u/(3b)$. Because $\cos2\theta=\cos2\varphi$ and $\cos\theta=-\cos\varphi$,
\begin{align}
W&=\Delta V[3+2(2\cos^2\varphi-1)-4\cos\varphi]\nonumber\\
&=\Delta V(2\cos\varphi-1)^2.
\label{square}
\end{align}
The domains lie at $u=\mp b/2$, that is, $\varphi=\mp\pi/3$.

\section{Elastic energy of relative sliding}

For displacements that depend on $x$ alone, the sheet energy density $\tfrac12\lambda(\mathrm{tr}\,\varepsilon)^2+\mu\,\varepsilon_{ij}\varepsilon_{ij}$ has two parts. A normal displacement $v_n$ gives $\tfrac12(\lambda+2\mu)v_n'^2$. A tangential displacement $v_t$ gives two shear entries $v_t'/2$, hence $2\mu(v_t'/2)^2=\tfrac12\mu v_t'^2$. These are the two values of $C$.

Write the sheet displacements along the slip as $v_1=U+u/2$ and $v_2=U-u/2$. Then
\begin{equation}
\tfrac12C(v_1'^2+v_2'^2)=CU'^2+\tfrac14Cu'^2 .
\end{equation}
The stacking energy does not contain $U$, so the minimum has $U'=0$. Each sheet carries half the slip, and the energy per wall length is
\begin{equation}
\mathcal E=\int\left[\tfrac12Ku'^2+W(u)\right]dx,\qquad K=\frac C2.
\label{energy}
\end{equation}

The restriction to $s_x=0$ is consistent for screw and edge walls. The symmetry $W(-s_x,s_y)=W(s_x,s_y)$ gives zero transverse force on the line, and the elastic energy does not couple the two components. If instead the slip makes an angle $\beta$ with the wall normal, one sheet has
\begin{equation}
C_{yy}=\mu+(\lambda+\mu)\cos^2\beta,\quad
C_{xy}=(\lambda+\mu)\sin\beta\cos\beta .
\end{equation}
The coupling $C_{xy}$ bends the slip path of a mixed wall. Using $C=C_{yy}$ in \eqref{width} is then an approximation, and the straight-path energy is an upper bound on the relaxed one.

\section{Width and profile}

Stationarity of \eqref{energy} requires $Ku''=dW/du$. Multiplying by $u'$ and integrating gives $\tfrac12Ku'^2-W=\text{constant}$. Both terms vanish deep in a domain, so the constant is zero and
\begin{equation}
u'=\sqrt{\frac{2W(u)}{K}} .
\label{first}
\end{equation}
The slope is largest where $W$ is largest on the path. There $W=\Delta V$, so $u'_{\max}=\sqrt{2\Delta V/K}$, and division of $b$ by this slope gives \eqref{width}. This step uses the barrier height alone. The tangent width is therefore the same for other straight-path potentials with the same maximum $\Delta V$.

Other definitions of width keep the scaling but change the prefactor. With $W=\Delta Vf(u/b)$, $u=b\eta$ and $x=b\sqrt{K/\Delta V}\,\xi$,
\begin{equation}
\mathcal E=b\sqrt{K\Delta V}\int\left[\tfrac12\left(\frac{d\eta}{d\xi}\right)^2+f(\eta)\right]d\xi .
\end{equation}
No parameter remains inside the integral, so every length read from the profile is a number times $b\sqrt{K/\Delta V}$.

For the potential \eqref{square}, equation \eqref{first} becomes
\begin{equation}
\frac{d\varphi}{dx}=\frac{2\pi}{3w}(2\cos\varphi-1).
\end{equation}
Let $t=\tan(\varphi/2)$. Then $d\varphi=2\,dt/(1+t^2)$ and $2\cos\varphi-1=(1-3t^2)/(1+t^2)$. With the wall centre at $x=0$,
\begin{equation}
\frac{2\pi x}{3w}=\int_0^t\frac{2\,dt'}{1-3t'^2}
=\frac{2}{\sqrt3}\,\mathrm{artanh}(\sqrt3\,t),
\end{equation}
and therefore
\begin{equation}
\varphi(x)=2\arctan\left[\frac{\tanh(x/\ell)}{\sqrt3}\right],\qquad
\ell=\frac{\sqrt3\,w}{\pi}.
\label{profile}
\end{equation}

The 10--90\% width is the distance between $u=-0.4b$ and $u=0.4b$, where $\varphi/2=\mp0.4\pi/3$:
\begin{equation}
w_{10\text{--}90}=2\ell\,\mathrm{artanh}\left[\sqrt3\tan\frac{0.4\pi}{3}\right]=1.128\,w .
\end{equation}

The tail sets the cell size. For large $x$, $\tanh(x/\ell)\simeq1-2e^{-2x/\ell}$. The derivative of $2\arctan(T/\sqrt3)$ at $T=1$ is $\sqrt3/2$, so
\begin{equation}
\frac b2-u\simeq\frac{3\sqrt3}{2\pi}\,b\,e^{-2x/\ell}.
\end{equation}
At $x=2w$ the exponent is $-4\pi/\sqrt3\simeq-7.3$, and the remaining slip is below $10^{-3}b$. This is the tail of a wall in an infinite bilayer. If the slip has zero slope at the cell ends, as at free ends or midway between periodic mirror-image walls, the residual there doubles to about $1.2\times10^{-3}b$. A cell should therefore reach slightly more than $2w$ to each side of the wall to meet a tolerance of $10^{-3}b$.

\section{Line energy and polarization}

By \eqref{first} the elastic and stacking energies are equal, so the line energy is
\begin{align}
\sigma&=\int Ku'^2dx=\int_{-b/2}^{b/2}\sqrt{2KW}\,du\nonumber\\
&=\sqrt{2K\Delta V}\,\frac{3b}{2\pi}\int_{-\pi/3}^{\pi/3}(2\cos\varphi-1)\,d\varphi\nonumber\\
&=b\sqrt{2K\Delta V}\left(\frac{3\sqrt3}{\pi}-1\right).
\label{sigma}
\end{align}
A higher barrier makes the wall narrower and costlier; a stiffer sheet makes it wider and costlier.

The reflection that interchanges the sheets reverses the out-of-plane polarization $P$ (dipole per area), so $P$ is odd in $\mathbf s$. With the first star alone and values $\mp P_0$ at AB and BA,
\begin{equation}
\frac P{P_0}=\frac{2}{3\sqrt3}\sum_j\sin(\mathbf G_j\cdot\mathbf s)
=\frac{4\sin\varphi(1+\cos\varphi)}{3\sqrt3},
\end{equation}
where the second form holds on the path, because there the sum is $\sin2\theta-2\sin\theta=\sin2\varphi+2\sin\varphi$. The slope $dP/dx$ is proportional to $(\cos\varphi+\cos2\varphi)(2\cos\varphi-1)$. Both factors are positive and fall with $|\varphi|$ inside the wall, so the maximum is at the centre:
\begin{equation}
w_P=\frac{2P_0}{(dP/dx)_0}
=2\left[\frac{8}{3\sqrt3}\,\frac{2\pi}{3w}\right]^{-1}
=\frac{9\sqrt3}{8\pi}w=0.620\,w .
\end{equation}
In this model the polarization wall is narrower than the slip wall, so the two should not be fitted with one width.

A field $E>0$ adds $-EP$ and favours BA. At AB the gradient of $P$ is proportional to $\sum_j\mathbf G_j=0$, so the field exerts no linear force there. Every sine at AB is $-\sqrt3/2$, which gives $P$ the isotropic curvature $\tfrac12P_0G^2$. The curvature of $W-EP$ is thus $(\tfrac32\Delta V-\tfrac12P_0E)G^2$, and the uniform AB stacking becomes unstable against sliding at
\begin{equation}
E_u=\frac{3\Delta V}{P_0}.
\end{equation}
A wall that is already present feels the pressure $2P_0E$ at any field below $E_u$, although pinning, which is not modelled, may hold it.

\section{Worked example}

Take rough parameters in the regime of parallel-stacked bilayer hexagonal boron nitride: $a=0.25$ nm, $\lambda=60$ N/m, $\mu=120$ N/m and a barrier of 2.5 meV per cell. The slip is $b=0.1443$ nm, and the cell area of $0.05413\ \mathrm{nm^2}$ gives $\Delta V=7.40\ \mathrm{mJ/m^2}$. For the screw wall $K=120/2=60$ N/m, hence
\begin{equation}
w=0.1443\ \mathrm{nm}\sqrt{\frac{60}{2(0.00740)}}=9.19\ \mathrm{nm}.
\end{equation}
For the edge wall $K=(60+240)/2=150$ N/m and $w=14.5$ nm. The line energies are 0.555 and 0.878 eV/nm. At fixed barrier both quantities grow as $\sqrt K$, so the screw wall is narrower and cheaper. Its polarization width is 5.70 nm and its 10--90\% slip width 10.4 nm. The peak shear of each sheet, $b/(2w)=0.79\%$, is small enough for linear elasticity.

A numerical relaxation tests the reduction to one slip variable. It gives both sheets two displacement components and free ends, and starts with all the longitudinal slip in one sheet and a transverse bump. The relaxed screw and edge widths are 9.189 and 14.530 nm, against 9.190 and 14.531 nm from \eqref{width}, and each sheet ends with half the slip. With $a=0.4$ nm, $\mu=50$ N/m and a fourfold barrier per area, a screw wall relaxes to 4.745 nm against 4.746 nm.

For $\beta=45^\circ$ the straight-path formula gives 12.16 nm, while the relaxed width is 11.74 nm, about 3\% smaller. The transverse slip reaches 2.2\% of $b$, and the energy is 1.1\% below the straight-path value.

\section{Size of the neglected effects}

\subsection{Bending of an unsupported edge wall}

Let $h''$ be the bilayer curvature, $d$ the layer spacing and $D$ the bending stiffness of one sheet. Bending supplies a slip gradient $dh''$, with the sign of $h''$ chosen to help, and only the remainder must come from in-plane strain. The energy density is
\begin{equation}
\tfrac12K(u'-dh'')^2+Dh''^2
=\tfrac12K(u'-q)^2+\tfrac12K_bq^2,
\end{equation}
with $q=dh''$ and $K_b=2D/d^2$. Minimization gives $q=Ku'/(K+K_b)$, and substitution leaves $\tfrac12K_{\rm free}u'^2$ with
\begin{equation}
\frac1{K_{\rm free}}=\frac1K+\frac1{K_b}.
\end{equation}
For $d=0.33$ nm and $D=1$ eV, $K_b=2.94$ N/m and $K_{\rm free}=2.89$ N/m. The edge width falls from 14.5 to about 2 nm. Removing all the strain would need a tilt $b/d$ of about $25^\circ$, so this small-slope estimate shows the scale of the effect and is not a precise width. The estimate also assumes a bilayer free of tension; tension resists the tilt and leaves the wall wider: in the same small-slope model the width is about 2.3 nm at 0.1 N/m, 6.7 nm at 1 N/m and 11 nm at 3 N/m. Bending about the wall direction supplies no tangential slip, so it does not relax a screw wall.

\subsection{Thermal motion}

Let each slip component fluctuate as an isotropic Gaussian of variance $v$. Every cosine in \eqref{potential} is then multiplied by $e^{-G^2v/2}$. The barrier falls by this factor and $w$ grows by $e^{G^2v/4}$. For harmonic in-plane motion about AB in a bilayer held rigidly flat,
\begin{equation}
v=\frac12\sum_{C=\mu,\,\lambda+2\mu}\int_0^{Q}\frac{q\,dq}{2\pi}\,
\frac{\hbar}{2\rho_r\omega}\coth\frac{\hbar\omega}{2k_BT},
\end{equation}
where $\rho_r\omega^2=\tfrac12Cq^2+\tfrac32\Delta VG^2$, $\rho_r$ is half the areal mass of one sheet, and $Q^2=4\pi/A$ counts one wavevector per cell of area $A$. The factor $\tfrac12$ averages each polarization over directions. At 300 K, with 25 u per cell in each sheet, $\sqrt v=6.1$ pm. The barrier falls by 1.6\% and the width grows by 0.8\%, with the moduli held fixed. The elastic term $\tfrac12Cq^2$ is too stiff near the zone edge; replacing $q^2$ by its nearest-neighbour form on the triangular lattice of cells gives 1.8\% and 0.9\%. Both estimates use the variance at AB for the saddle as well. With the original elastic term, a harmonic free energy that uses the saddle's own curvatures, leaving out its few unstable long-wave modes together with their counterparts at AB, gives a barrier loss of about 1.9\% instead of 1.6\%. All these figures omit flexural motion, which shifts the registry by $dh'$. Adding it to the harmonic estimate, with $d$ and $D$ as above, raises the barrier loss to roughly 11\% and the width gain to roughly 6\% for an unsupported bilayer, and to about 8\% and 4\% on a support of stiffness $10^{20}\ \mathrm{N/m^3}$. Much of this comes from short wavelengths, where the continuum bending energy is crude, so these values indicate scale only.

\subsection{Stray field}

Parallel lines of normal dipoles repel with energy proportional to $1/(2\pi\varepsilon_0r^2)$. The part already present in a uniform stacking belongs to $W$. Writing $PP'=\tfrac12(P^2+P'^2)-\tfrac12(P-P')^2$ isolates the rest:
\begin{equation}
\mathcal E_s=-\frac1{4\pi\varepsilon_0}\int_0^L\frac{F(r)}{r^2}dr,\quad
F(r)=\int[P(x+r)-P(x)]^2dx ,
\end{equation}
with $L$ a distant cutoff. Stretching the wall by $s$ replaces $F(r)$ by $sF(r/s)$, which moves the upper limit to $L/s$. Since $F\to4P_0^2r$ at large $r$, the cost is $B\ln s$ with $B=P_0^2/(\pi\varepsilon_0)$. The other energies become $\tfrac12\sigma(s+1/s)$, because the stacking half grows and the elastic half shrinks. For $s=1+\delta$, stationarity to first order gives $\sigma\delta+B=0$, a fractional narrowing $B/\sigma$. For $P_0=2$ pC/m in vacuum this is 0.16\% for the screw wall. The estimate allows only a uniform stretch; the wall also changes shape, and its tangent width narrows by about 0.2\%.

\subsection{Field, harmonics and discreteness}

At 1 MV/cm the driving pressure $2P_0E$ is 5.4\% of $\Delta V$, so the field is a modest perturbation of the stacking landscape. Uniform switching would need $E_u=111$ MV/cm, about ten times a rough breakdown field of 10 MV/cm. Within this model, switching below breakdown therefore requires walls or a local source of them.

As a test of shape dependence, let a second star carry 20\% of the barrier, which adds a term proportional to $1+\cos3\varphi$ on the path. At fixed $\Delta V$ the relaxed screw width remains 9.19 nm, and the line energy falls by 0.5\%. Treating the screw wall as rows $a/2$ apart, joined by nearest-row springs, changes its width by less than 0.01\%. The continuum limit is good here because $w\gg a$; it becomes unreliable once $w$ is comparable with $a$.

\section{Use for real bilayers}

The parameters above are rough values for bilayer boron nitride, and the barrier deserves the most care. Since $w\propto\Delta V^{-1/2}$, halving or doubling it moves the screw width to about 13 or 6.5 nm. That uncertainty outweighs the thermal, stray-field and discreteness corrections found here. Real devices can also break the assumption of flatness: for a suspended edge wall without tension the estimate moves from 14.5 to about 2 nm. Formula \eqref{width} suits isolated screw or edge walls in flat bilayers whose domains are several $w$ across, provided any support lets both sheets strain freely. If the support holds the lower sheet rigidly, only the upper one strains, so $K=C$ and the width is $\sqrt2$ larger, 13.0 nm for the screw wall here. In smaller domains the tails overlap, and the full stacking pattern must be relaxed. The numerical output lists the input parameters and the main results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a: 0.250 nm
slip b between AB and BA: 0.1443 nm
cell area: 0.05413 nm^2
Lame moduli lambda, mu of one sheet: 60, 120 N/m
barrier per cell: 2.50 meV
barrier per area: 7.400 mJ/m^2
AA height over barrier: 9.000
K screw, K edge: 60.0, 150.0 N/m
screw width, formula: 9.190 nm
screw width, relaxed rows: 9.189 nm
edge width, formula: 14.531 nm
edge width, relaxed: 14.530 nm
share of slip in sheet 1, screw: 0.5000
profile length l, screw: 5.067 nm
10-90% width over tangent width: 1.1282
10-90% width, screw, relaxed: 10.368 nm
polarization width ratio: 0.6202
polarization width, screw: 5.700 nm
line energy screw, formula: 0.5552 eV/nm
line energy screw, relaxed: 0.5552 eV/nm
line energy edge, formula: 0.8778 eV/nm
peak shear of one sheet, screw: 0.785 %
changed-parameter width, formula: 4.746 nm
changed-parameter width, relaxed: 4.745 nm
45-degree width, straight path: 12.157 nm
45-degree width, relaxed: 11.743 nm
45-degree transverse slip over b: 0.0221
45-degree energy, relaxed/straight: 0.9889
row discreteness, screw width change: -0.0068 %
second-harmonic share of barrier: 0.20
second harmonic, tangent width: 9.189 nm
second harmonic, line energy change: -0.52 %
temperature: 300 K; cell mass: 25 u
rms slip fluctuation per component: 6.14 pm
thermal barrier loss: 1.57 %
thermal width gain: 0.80 %
sheet polarization P0: 2.00 pC/m
stray-field narrowing, screw: 0.162 %
working field: 1.00 MV/cm
field pressure 2*P0*E over barrier: 0.0541
uniform switching field: 111.0 MV/cm
rough breakdown field: 10 MV/cm
layer spacing: 0.33 nm; bending stiffness: 1.0 eV
bending-limited stiffness 2D/d^2: 2.942 N/m
edge stiffness K if free to bend: 2.886 N/m
edge width if free to bend: 2.015 nm
tilt b/d that removes all edge strain: 25.1 deg
\end{verbatim}
